# Helium with one variational exponent: finding the best screened product

**Question**

I have to minimise the energy of a two-electron atom with nuclear charge $Z$, using the trial function

$$\psi(\mathbf r_1,\mathbf r_2)\propto e^{-\zeta(r_1+r_2)},$$

and then put in $Z=2$ for helium. I am stuck in two places.

First, each factor is the ground state of one electron around a nucleus of charge $\zeta$, so I gave each electron the energy $-\zeta^2/2$. The repulsion should be a positive number times $\zeta$, because it is an inverse length. My total is then $-\zeta^2+C\zeta$, which falls without limit as $\zeta$ grows. Where is the minimum?

Second, I don't know how to find $C$. The integral of $1/r_{12}$ runs over six coordinates and mixes the two electrons.

I would also like to know what the best $\zeta$ means physically, and how far the energy can be trusted.

**Answer**

Your first difficulty comes from letting the nuclear charge vary along with the trial function. The nucleus keeps its charge $Z$; $\zeta$ describes only the shape of the orbital. The kinetic energy and the attraction must therefore be calculated separately.

**The Hamiltonian and what the minimum means**

I use hartree atomic units: lengths in bohr, energies in hartree. For a fixed point nucleus and without relativistic terms,

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1{r_{12}}.$$

The spatial function is unchanged when the electrons are exchanged, so the spin part must be the antisymmetric singlet. Since $H$ does not act on spin, the spin part contributes a factor of one to every mean value below.

Minimising is useful because the mean energy of any normalised trial function is an upper bound to the ground-state energy $E_0$. Expand $\psi$ in the eigenstates of $H$, with weights $|c_n|^2$ that add up to one (for the continuum the sum becomes an integral). Then

$$\langle H\rangle=\sum_n|c_n|^2E_n\ \ge\ E_0\sum_n|c_n|^2=E_0 .$$

The lowest mean energy is thus the best bound that this family of functions can give.

**Normalisation and attraction**

All the radial integrals over the full range follow from

$$\int_0^\infty r^n e^{-\alpha r}\,dr=\frac{n!}{\alpha^{n+1}},\qquad \alpha>0.$$

For $n=0$ this is $1/\alpha$, and each differentiation with respect to $\alpha$ brings down a factor $-r$ on the left and raises the power on the right.

Write $\psi=\varphi(r_1)\varphi(r_2)$ with $\varphi(r)=Ae^{-\zeta r}$ and $\zeta>0$. Normalising one orbital gives

$$1=4\pi A^2\int_0^\infty r^2e^{-2\zeta r}dr=4\pi A^2\,\frac{2}{(2\zeta)^3}=A^2\frac{\pi}{\zeta^3},$$

so $A^2=\zeta^3/\pi$. The probability density of one electron is $\rho(r)=(\zeta^3/\pi)e^{-2\zeta r}$, and $4\pi\rho=4\zeta^3e^{-2\zeta r}$.

For an operator that acts on electron 1 alone, the integral over electron 2 gives one. Hence

$$\left\langle\frac1r\right\rangle=4\zeta^3\int_0^\infty r\,e^{-2\zeta r}dr=4\zeta^3\,\frac1{4\zeta^2}=\zeta .$$

The two electrons together have the attraction energy $-2Z\zeta$. It contains one factor $Z$ from the Hamiltonian and one factor $\zeta$ from the orbital.

**Kinetic energy**

For a function of $r$ alone, $\nabla^2\varphi=\varphi''+(2/r)\varphi'$. Here $\varphi'=-\zeta\varphi$ and $\varphi''=\zeta^2\varphi$, so for $r>0$

$$-\tfrac12\nabla^2\varphi=\left(-\frac{\zeta^2}{2}+\frac{\zeta}{r}\right)\varphi .$$

The cusp of $\varphi$ at the nucleus adds no delta function: the flux of $\nabla\varphi$ through a small sphere of radius $\epsilon$ is $4\pi\epsilon^2\varphi'(\epsilon)$, which vanishes as $\epsilon\to0$. Taking the mean value and using $\langle1/r\rangle=\zeta$,

$$\left\langle-\tfrac12\nabla^2\right\rangle=-\frac{\zeta^2}{2}+\zeta\cdot\zeta=\frac{\zeta^2}{2}$$

for each electron, and $\zeta^2$ for both.

This shows where your expression went wrong. Kinetic energy plus attraction is $\zeta^2-2Z\zeta$. You get $-\zeta^2$ from it if you replace $Z$ by $\zeta$, which amounts to strengthening the nucleus each time you contract the orbital. With $Z$ fixed, the kinetic energy grows as $\zeta^2$ and the attraction only as $\zeta$, so contraction eventually costs energy.

**Repulsion: do one electron at a time**

The integral needed is

$$J=\int\!\!\int\frac{\rho(r_1)\rho(r_2)}{r_{12}}\,d^3r_1\,d^3r_2 .$$

Hold electron 1 fixed and take its direction as the polar axis for electron 2. With $c$ the cosine of the angle between the two position vectors, $r_{12}^2=r_1^2+r_2^2-2r_1r_2c$. Since $\rho(r_2)$ does not depend on $c$, we can average $1/r_{12}$ over directions first:

$$\frac12\int_{-1}^{1}\frac{dc}{\sqrt{r_1^2+r_2^2-2r_1r_2c}}
=\frac12\left[-\frac{\sqrt{r_1^2+r_2^2-2r_1r_2c}}{r_1r_2}\right]_{-1}^{1}
=\frac{(r_1+r_2)-|r_1-r_2|}{2r_1r_2}.$$

The absolute value appears because the square root at $c=1$ must be positive. The numerator is twice the smaller radius, so the average is

$$\frac{1}{\max(r_1,r_2)} .$$

A spherical shell of charge therefore acts at an outside point as if its charge were at the centre, and it gives a constant potential inside.

Let $\Phi(r)$ be the potential energy of one electron at distance $r$ in the cloud of the other. Shells inside $r$ contribute with $1/r$, and shells outside with $1/r'$:

$$\Phi(r)=\frac1r\int_0^r4\pi r'^2\rho(r')\,dr'+\int_r^\infty4\pi r'\rho(r')\,dr' .$$

Integration by parts gives the two tails we need:

$$\int_r^\infty r'e^{-\alpha r'}dr'=e^{-\alpha r}\left(\frac r\alpha+\frac1{\alpha^2}\right),$$

$$\int_r^\infty r'^2e^{-\alpha r'}dr'=e^{-\alpha r}\left(\frac{r^2}\alpha+\frac{2r}{\alpha^2}+\frac2{\alpha^3}\right).$$

Set $\alpha=2\zeta$ and multiply by $4\zeta^3$. The outer shells give

$$\int_r^\infty4\pi r'\rho\,dr'=e^{-2\zeta r}(2\zeta^2r+\zeta).$$

The charge inside $r$ is one minus the charge outside:

$$\int_0^r4\pi r'^2\rho\,dr'=1-e^{-2\zeta r}(2\zeta^2r^2+2\zeta r+1).$$

Divide the second result by $r$ and add the first. The terms $2\zeta^2r$ cancel, and $-2\zeta+\zeta=-\zeta$ remains:

$$\Phi(r)=\frac1r-e^{-2\zeta r}\left(\zeta+\frac1r\right).$$

Two limits support this. Far away $\Phi\to1/r$, the potential of one full unit of charge. At the nucleus, expanding the exponential gives $\Phi\to-\zeta+2\zeta=\zeta$, which equals $\langle1/r\rangle$, as it must for the potential at the centre of the cloud.

Now average $\Phi$ over the position of the first electron:

$$J=4\zeta^3\int_0^\infty r^2e^{-2\zeta r}\,\Phi(r)\,dr$$

$$=4\zeta^3\left[\int_0^\infty re^{-2\zeta r}dr-\zeta\int_0^\infty r^2e^{-4\zeta r}dr-\int_0^\infty re^{-4\zeta r}dr\right]$$

$$=4\zeta^3\left[\frac1{4\zeta^2}-\frac{1}{32\zeta^2}-\frac1{16\zeta^2}\right]
=\zeta\left(1-\frac18-\frac14\right)=\frac58\,\zeta .$$

In the middle term, $\zeta\cdot2/(4\zeta)^3=1/(32\zeta^2)$. Your dimensional argument was right, and $C=5/8$. The pair of electrons repels once, so $J$ enters the energy once.

**The minimum**

Adding the three parts,

$$E(\zeta)=\zeta^2-2Z\zeta+\frac58\zeta=\zeta^2-2\left(Z-\frac5{16}\right)\zeta .$$

Completing the square gives

$$E(\zeta)=\left[\zeta-\left(Z-\frac5{16}\right)\right]^2-\left(Z-\frac5{16}\right)^2 .$$

The square cannot be negative, and it vanishes at one value of $\zeta$. Therefore

$$\zeta_*=Z-\frac5{16},\qquad E(\zeta_*)=-\left(Z-\frac5{16}\right)^2 .$$

This is the lowest energy in the whole family, provided that $Z>5/16$. For smaller $Z$ the stationary point is not at positive $\zeta$, where the orbital can be normalised. The energy then falls towards zero as $\zeta\to0$, with the electrons spread ever more thinly, and no minimum is reached.

At the minimum the energy does equal $-\zeta_*^2$, the value you first wrote without the repulsion. The reason is a balance between kinetic and potential energy. The kinetic part $T=\zeta^2$ is quadratic in $\zeta$, while the whole potential part $V$, repulsion included, is linear. The condition $dE/d\zeta=0$, multiplied by $\zeta$, reads

$$2T+V=0,$$

and so $E=T+V=-T=-\zeta_*^2$. This holds at the minimum and cannot be used as the energy function to be minimised.

**Helium in numbers**

For $Z=2$ the best exponent is $\zeta_*=2-0.3125=1.6875=27/16$ per bohr. The parts of the energy, in hartree, are

- kinetic energy: $\zeta_*^2=729/256\approx2.8477$;
- nuclear attraction: $-4\zeta_*=-6.7500$;
- electron repulsion: $\tfrac58\zeta_*=135/128\approx1.0547$.

Over the common denominator 256 their sum is

$$E=\frac{729-1728+270}{256}=-\frac{729}{256}=-2.847656\ \text{hartree},$$

or about $-77.49$ eV. The six decimals specify the minimum of this trial family; they are not the accuracy of the model.

With the unscreened exponent $\zeta=2$ the energy is $-2.7500$ hartree. Letting the orbital expand lowers it by $0.0977$ hartree. The completed square gives this directly: at $\zeta=Z$ the energy lies above the minimum by $(5/16)^2$, for any $Z>5/16$.

A numerical check, which integrates the repulsion without using the angular average and then searches for the minimum, gives the same exponent and energy for $Z=1$, 2 and 3.

**What the screening means**

Each electron is partly shielded from the nucleus by the other. In the mean field of the other electron's cloud, its potential energy is

$$-\frac Zr+\Phi(r)=-\frac{Z-r\Phi(r)}{r}.$$

From the limits of $\Phi$ found above, the effective charge $Z-r\Phi(r)$ is $Z$ at the nucleus and tends to $Z-1$ far away. There is no single screened charge that acts at all distances. The number $5/16$ is the shift of the exponent that gives the lowest energy when both orbitals must be the same single exponential. It is not an average of $r\Phi(r)$: weighted with $\rho/r$, as the attraction is, that average is $J/\langle1/r\rangle=5/8$. The repulsion depends symmetrically on the exponents of both orbitals, so changing one of them alone changes $J$ at half the rate $5/8$.

Its size can be traced. The repulsion $\tfrac58\zeta$ belongs to the pair, while the attraction $-2Z\zeta$ counts two electrons. Combining them as $-2(Z-\tfrac5{16})\zeta$ assigns half of $5/8$ to each electron.

**How good is the energy?**

The value $-729/256\approx-2.8477$ hartree is an upper bound to the ground-state energy of the Hamiltonian above. For comparison, I diagonalised the same Hamiltonian in all products of the 30 Gaussian functions of the cc-pVQZ basis. The lowest energy was $-2.9024$ hartree. This is also an upper bound, and a better one. It is not converged to the four decimals shown: the larger cc-pV5Z basis lowers it by $0.0007$ hartree, and an expansion containing $r_{12}$ explicitly settles at $-2.9037$ hartree, $0.0013$ lower, which puts the full error of the screened product near $0.056$ hartree. The screened product is therefore too high by at least $0.0547$ hartree relative to the exact energy of this Hamiltonian.

The trial function has two restrictions that can contribute to this error. The orbital has the shape of one exponential, and the product form makes the position of one electron statistically independent of the position of the other. The function cannot describe the electrons avoiding each other. The comparison gives a lower limit on the combined effect and does not divide it between the two causes.

The bound also says something about ionisation. If one electron is removed, the remaining ion has one electron and charge $Z$. The kinetic formula with $\zeta=Z$ gives

$$\left(-\tfrac12\nabla^2-\frac Zr\right)e^{-Zr}=-\frac{Z^2}{2}e^{-Zr},$$

because the $1/r$ terms cancel. This function has no nodes, so it is the ground state, and the helium ion has energy $-2$ hartree. Since the true energy of the atom is at or below our value, the ionisation energy $I$ in this model satisfies

$$I\ \ge\ -2+\frac{729}{256}=\frac{217}{256}\ \text{hartree}\ >\ 0.8476\ \text{hartree}\ >\ 23.06\ \text{eV}.$$

**A case where the trial function is too poor**

Take $Z=1$, the negative hydrogen ion. The formula gives $-(11/16)^2\approx-0.4727$ hartree. A hydrogen atom with the second electron far away and at rest has $-0.5$ hartree, which is lower. The screened product therefore fails to show that the ion is bound. It does not show that the ion is unbound, since an upper bound above the threshold leaves room for the true energy to lie below it. Settling that question requires a more flexible trial function.

## Table of computed values

```
Nuclear charge Z of helium: 2
Screening 5/16: 0.3125
Best exponent, formula: 1.6875 1/bohr
Best exponent, numerical minimum: 1.68750 1/bohr
Kinetic energy at minimum: 2.84766 hartree
Nuclear attraction at minimum: -6.75000 hartree
Electron repulsion at minimum: 1.05469 hartree
2<T> + <V> at minimum, size: 1.3e-10 hartree
Minimum energy, formula: -2.84765625 hartree
Minimum energy, numerical: -2.84766 hartree
Minimum energy, converted: -77.489 eV
Energy at exponent 2 (unscreened): -2.75000 hartree
Lowering by screening: 0.09766 hartree
He+ energy, -Z^2/2: -2.0000 hartree
Ionisation energy, lower bound: 0.84766 hartree
Ionisation energy, converted: 23.066 eV
Basis functions in cc-pVQZ: 30
Full diagonalisation, cc-pVQZ: -2.90241 hartree
Screened product lies above it by: 0.05475 hartree
Z=1: numerical best exponent: 0.68750 1/bohr
Z=1: numerical minimum energy: -0.47266 hartree
Z=1: formula energy: -0.47266 hartree
Z=3: numerical best exponent: 2.68750 1/bohr
Z=3: numerical minimum energy: -7.22266 hartree
Z=3: formula energy: -7.22266 hartree
```
